# Neutrino magnetic moment versus weak scattering on electrons: test program

```python
"""
Neutrino-electron scattering by a neutrino magnetic moment and by the weak force.
Result under test, for a massless neutrino of definite helicity:
  magnetic: dsigma/dT = (pi alpha^2 mu^2/m^2) (1/T - 1/E)
  weak:     dsigma/dT = (2 G^2 m/pi) [gL^2 + gR^2 (1-T/E)^2 - gL gR m T/E^2]
with no interference, and equal rates at low recoil for
  T0 = pi^2 alpha^2 mu^2 / (2 G^2 m^3 (gL^2 + gR^2)).
E: neutrino energy, T: electron recoil energy, m: electron mass,
mu: magnetic moment in Bohr magnetons, G: Fermi constant,
gL, gR: weak couplings of the electron (exchanged for antineutrinos).
Energies are in MeV. Amplitudes are built from explicit Dirac spinors in the
centre-of-mass frame, without using traces or the formulas above.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

m = constants.value("electron mass energy equivalent in MeV")
alpha = constants.fine_structure
G = constants.value("Fermi coupling constant") * 1e-6
s2w = constants.value("weak mixing angle")
hbarc_cm = constants.hbar * constants.c / (constants.e * 1e6) * 100
to_cm2 = hbarc_cm**2
mu = 1e-11
E_example = 1.0
gR = s2w
gL = s2w + 0.5
gL_mu = s2w - 0.5

# Dirac matrices in the chiral basis
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
zero2, one2 = np.zeros((2, 2)), np.eye(2)
gamma = [np.block([[zero2, one2], [one2, zero2]]).astype(complex)]
gamma += [np.block([[zero2, s], [-s, zero2]]) for s in pauli]
metric = np.array([1.0, -1.0, -1.0, -1.0])
PL = np.diag([1.0, 1.0, 0.0, 0.0])
PR = np.diag([0.0, 0.0, 1.0, 1.0])


def spinor(p, angle, mass, helicity):
    """Helicity spinor for momentum p in the x-z plane at the given angle."""
    big = np.sqrt(np.hypot(p, mass) + p)
    small = mass / big
    c, s = np.cos(angle / 2), np.sin(angle / 2)
    if helicity > 0:
        xi, left, right = np.array([c, s]), small, big
    else:
        xi, left, right = np.array([-s, c]), big, small
    return np.concatenate([left * xi, right * xi]).astype(complex)


def current(final, matrices, initial):
    bar = final.conj() @ gamma[0]
    return np.array([bar @ matrix @ initial for matrix in matrices])


def amplitudes(E, T, left, right, m_nu=0.0, h_in=-1, anti=False):
    """Weak and magnetic amplitudes, indexed by final neutrino helicity,
    initial electron helicity and final electron helicity."""
    s = m**2 + m_nu**2 + 2 * m * E
    p = m * np.sqrt((E**2 - m_nu**2) / s)
    theta = 2 * np.arcsin(min(1.0, np.sqrt(m * T / (2 * p**2))))
    q = np.array([0.0, p * np.sin(theta), 0.0, p * (np.cos(theta) - 1)])
    qslash = sum(metric[a] * q[a] * gamma[a] for a in range(4))
    dipole = [-0.5 * (g @ qslash - qslash @ g) for g in gamma]
    nu_weak = [g @ PL for g in gamma]
    e_weak = [g @ (left * PL + right * PR) for g in gamma]
    weak = np.zeros((2, 2, 2), complex)
    magnetic = np.zeros((2, 2, 2), complex)
    nu_in = spinor(p, 0.0, m_nu, h_in)
    for i, h_out in enumerate((-1, 1)):
        nu_out = spinor(p, theta, m_nu, h_out)
        # an antineutrino line runs backwards: the two spinors trade places
        a, b = (nu_in, nu_out) if anti else (nu_out, nu_in)
        j_weak = current(a, nu_weak, b)
        j_dipole = current(a, dipole, b)
        for j, h1 in enumerate((-1, 1)):
            e_in = spinor(p, np.pi, m, h1)
            for k, h2 in enumerate((-1, 1)):
                e_out = spinor(p, theta + np.pi, m, h2)
                weak[i, j, k] = -2 * np.sqrt(2) * G * np.sum(
                    metric * j_weak * current(e_out, e_weak, e_in))
                magnetic[i, j, k] = (2 * np.pi * alpha * mu / m) * np.sum(
                    metric * j_dipole * current(e_out, gamma, e_in)
                ) / (-2 * m * T)
    return weak, magnetic


def spinor_rates(E, T, left, right, anti=False):
    """Weak, magnetic and coherent total dsigma/dT in MeV^-3."""
    w, d = amplitudes(E, T, left, right, anti=anti)
    factor = 0.5 / (32 * np.pi * m * E**2)
    return [factor * np.sum(abs(x)**2) for x in (w, d, w + d)]


def magnetic_formula(E, T):
    return np.pi * alpha**2 * mu**2 / m**2 * (1 / T - 1 / E)


def weak_formula(E, T, a, b):
    return 2 * G**2 * m / np.pi * (
        a**2 + b**2 * (1 - T / E)**2 - a * b * m * T / E**2)


def T_max(E):
    return 2 * E**2 / (m + 2 * E)


def overlap(w, d):
    """Interference sum divided by the geometric mean of the two rates."""
    return abs(np.sum(w.conj() * d)) / np.sqrt(
        np.sum(abs(w)**2) * np.sum(abs(d)**2))


# Cross sections from spinors against the closed forms; coherent sum is additive
for E in (0.3, 1.0, 8.0):
    for fraction in (0.01, 0.4, 0.95):
        T = fraction * T_max(E)
        for left in (gL, gL_mu):
            for anti in (False, True):
                w, d, total = spinor_rates(E, T, left, gR, anti)
                a, b = (gR, left) if anti else (left, gR)
                assert np.isclose(d, magnetic_formula(E, T), rtol=1e-9, atol=0)
                assert np.isclose(w, weak_formula(E, T, a, b),
                                  rtol=1e-9, atol=0)
                assert np.isclose(total, w + d, rtol=1e-9, atol=0)

# Interference vanishes for every electron spin, but not in the exceptional cases
T_test = 0.3
w_L, d_L = amplitudes(E_example, T_test, gL, gR)
massless_overlap = overlap(w_L, d_L)
assert np.max(abs(w_L * d_L)) < 1e-12 * np.max(abs(w_L)) * np.max(abs(d_L))
w_R, d_R = amplitudes(E_example, T_test, gL, gR, h_in=1)
mixed_overlap = overlap(w_L, d_R)
assert mixed_overlap > 1e-3
m_nu_test = 0.01
massive_overlap = overlap(*amplitudes(E_example, T_test, gL, gR, m_nu_test))
half_overlap = overlap(*amplitudes(E_example, T_test, gL, gR, m_nu_test / 2))
assert massive_overlap > 1e-6
assert abs(massive_overlap / half_overlap - 2) < 0.02

# Recoil energy of equal rates
K0 = np.pi**2 * alpha**2 * mu**2 / (2 * G**2 * m**3)


def cubic_crossings(E, a, b):
    B = 2 * b**2 / E + a * b * m / E**2
    roots = np.roots([b**2 / E**2, -B, a**2 + b**2 + K0 / E, -K0])
    real = roots[abs(roots.imag) < 1e-10].real
    return np.sort(real[(real > 0) & (real < T_max(E))])


def first_order(E, a, b):
    A = a**2 + b**2
    B = 2 * b**2 / E + a * b * m / E**2
    return K0 / A * (1 + K0 / A * (B / A - 1 / E))


def rate_difference(T, E, anti):
    w, d, _ = spinor_rates(E, T, gL, gR, anti)
    return (d - w) / (d + w)


T0 = K0 / (gL**2 + gR**2)
T0_mu = K0 / (gL_mu**2 + gR**2)
crossing, corrected = {}, {}
for anti in (False, True):
    a, b = (gR, gL) if anti else (gL, gR)
    found = brentq(rate_difference, 1e-4, 0.1, args=(E_example, anti),
                   xtol=1e-14)
    cubic = cubic_crossings(E_example, a, b)
    assert len(cubic) == 1 and abs(cubic[0] / found - 1) < 1e-7
    corrected[anti] = first_order(E_example, a, b)
    assert abs(corrected[anti] / found - 1) < 10 * (T0 / E_example)**2
    crossing[anti] = found

# At the largest recoil the weak bracket is a perfect square
for E in (0.3, 1.0, 8.0):
    r = m / (m + 2 * E)
    w = spinor_rates(E, T_max(E), gL, gR)[0]
    assert np.isclose(w, 2 * G**2 * m / np.pi * (gL - gR * r)**2,
                      rtol=1e-6, atol=0)

# Antineutrino energy at which the weak rate vanishes at the largest recoil
E_zero = m / (4 * s2w)
end = T_max(E_zero)
w_end, d_end, _ = spinor_rates(E_zero, end, gL, gR, True)
w_mid = spinor_rates(E_zero, end / 2, gL, gR, True)[0]
assert w_end < 1e-12 * w_mid and d_end > 1e-6 * w_mid
double = cubic_crossings(E_zero, gR, gL)
assert len(double) == 2
for T in double:
    assert abs(rate_difference(T, E_zero, True)) < 1e-6

print(f"electron mass m = {m:.6f} MeV")
print(f"1/alpha = {1 / alpha:.4f}")
print(f"Fermi constant G = {G:.6e} MeV^-2")
print(f"sin^2 theta_W (on-shell) = {s2w:.5f}")
print(f"nu_e couplings: gL = {gL:.5f}, gR = {gR:.5f}")
print(f"nu_mu coupling: gL = {gL_mu:.5f}")
print(f"gL^2 + gR^2: nu_e {gL**2 + gR**2:.5f}, nu_mu {gL_mu**2 + gR**2:.5f}")
print(f"chosen magnetic moment mu = {mu:.1e} Bohr magnetons")
print(f"chosen neutrino energy E = {E_example:.3f} MeV")
print(f"largest recoil at this E = {T_max(E_example) * 1e3:.2f} keV")
print(f"pi alpha^2 mu^2/m^2 = "
      f"{np.pi * alpha**2 * mu**2 / m**2 * to_cm2:.4e} cm^2")
print(f"2 G^2 m/pi = {2 * G**2 * m / np.pi * to_cm2:.4e} cm^2/MeV")
print(f"K0 = {K0 * 1e3:.4f} keV")
print(f"low-recoil crossing T0, nu_e = {T0 * 1e3:.4f} keV")
print(f"low-recoil crossing T0, nu_mu = {T0_mu * 1e3:.4f} keV")
for anti, name in ((False, "nu_e"), (True, "anti-nu_e")):
    print(f"{name}: crossing from spinor rates = "
          f"{crossing[anti] * 1e3:.4f} keV")
    print(f"{name}: first-order formula = {corrected[anti] * 1e3:.4f} keV")
print(f"nu_e crossing in joule = "
      f"{crossing[False] * 1e6 * constants.e:.4e} J")
print("nu_e rates dsigma/dT in cm^2/MeV (from spinors):")
for T in (0.0005, crossing[False], 0.01, 0.1):
    w, d, _ = spinor_rates(E_example, T, gL, gR)
    print(f"  T = {T * 1e3:8.4f} keV: magnetic {d * to_cm2:.4e}, "
          f"weak {w * to_cm2:.4e}, ratio {d / w:.4f}")
print(f"interference tests at E = {E_example:.1f} MeV, "
      f"T = {T_test * 1e3:.0f} keV (normalized overlap):")
print(f"  massless, pure helicity: {massless_overlap:.1e}")
print(f"  neutrino mass {m_nu_test * 1e3:.0f} keV: {massive_overlap:.3e}")
print(f"  neutrino mass {m_nu_test * 500:.0f} keV: {half_overlap:.3e}")
print(f"  weak from left, magnetic from right helicity: {mixed_overlap:.4f}")
print(f"anti-nu_e energy of vanishing weak endpoint = {E_zero:.5f} MeV")
print(f"  largest recoil there = {end * 1e3:.3f} keV")
print(f"  first crossing there = {double[0] * 1e3:.4f} keV")
print(f"  second crossing there = {double[1] * 1e3:.3f} keV")
print("PASS")
```

Printed output:

```
electron mass m = 0.510999 MeV
1/alpha = 137.0360
Fermi constant G = 1.166379e-11 MeV^-2
sin^2 theta_W (on-shell) = 0.22305
nu_e couplings: gL = 0.72305, gR = 0.22305
nu_mu coupling: gL = -0.27695
gL^2 + gR^2: nu_e 0.57255, nu_mu 0.12645
chosen magnetic moment mu = 1.0e-11 Bohr magnetons
chosen neutrino energy E = 1.000 MeV
largest recoil at this E = 796.50 keV
pi alpha^2 mu^2/m^2 = 2.4947e-47 cm^2
2 G^2 m/pi = 1.7233e-44 cm^2/MeV
K0 = 1.4476 keV
low-recoil crossing T0, nu_e = 2.5284 keV
low-recoil crossing T0, nu_mu = 11.4481 keV
nu_e: crossing from spinor rates = 2.5240 keV
nu_e: first-order formula = 2.5240 keV
anti-nu_e: crossing from spinor rates = 2.5346 keV
anti-nu_e: first-order formula = 2.5346 keV
nu_e crossing in joule = 4.0440e-16 J
nu_e rates dsigma/dT in cm^2/MeV (from spinors):
  T =   0.5000 keV: magnetic 4.9868e-44, weak 9.8650e-45, ratio 5.0551
  T =   2.5240 keV: magnetic 9.8587e-45, weak 9.8587e-45, ratio 1.0000
  T =  10.0000 keV: magnetic 2.4697e-45, weak 9.8353e-45, ratio 0.2511
  T = 100.0000 keV: magnetic 2.2452e-46, weak 9.5617e-45, ratio 0.0235
interference tests at E = 1.0 MeV, T = 300 keV (normalized overlap):
  massless, pure helicity: 0.0e+00
  neutrino mass 10 keV: 6.533e-03
  neutrino mass 5 keV: 3.266e-03
  weak from left, magnetic from right helicity: 0.8116
anti-nu_e energy of vanishing weak endpoint = 0.57274 MeV
  largest recoil there = 396.059 keV
  first crossing there = 2.5406 keV
  second crossing there = 394.662 keV
PASS
```
